# Phase-averaged transmittance of a lossless etalon and an uncoated germanium window

An uncoated germanium plate of index 4 sends 0.4096 of the incident power straight through its two faces. Averaged over its interference fringes, the same lossless plate transmits 0.4706. At a single sharp wavelength, it may transmit any fraction between 0.2215 and 1. The three statements agree once it is clear what averaging over phase removes and what it leaves.

## Model and result

A plane-parallel plate of thickness $d$ and real index $n$ stands in air, whose index is taken as 1. A plane wave arrives at normal incidence. The materials are nonmagnetic and the faces are smooth. Fields vary as $e^{i(kz-\omega t)}$, and $\nu=1/\lambda$ is the vacuum wavenumber. One crossing of the plate adds the phase $2\pi n d\nu$, so the round-trip phase is

$$\delta=4\pi n d\,\nu .$$

Let $R$ be the power reflectance of **one face**, with $0\le R<1$. If $\delta$ is spread uniformly over whole periods of $2\pi$ while $R$ stays fixed, the mean transmittance is

$$\langle T\rangle=\frac{1-R}{1+R}=\frac{2n}{n^2+1}. \tag{1}$$

## One face

Let a wave of unit amplitude in air meet the plate, with reflected amplitude $r$ and transmitted amplitude $\tau$. The tangential electric and magnetic fields are continuous. In a medium of index $n$ the magnetic field is proportional to $n$ times the electric field, with opposite signs for the two directions of travel. Hence

$$1+r=\tau,\qquad 1-r=n\tau .$$

Adding the equations gives $2=(1+n)\tau$, so that

$$\tau=\frac{2}{1+n},\qquad r=\tau-1=\frac{1-n}{1+n}.$$

For a wave that meets the face from inside, the indices change places: $1+r'=\tau'$ and $n(1-r')=\tau'$. Multiplying the first by $n$ and adding the second gives $2n=(n+1)\tau'$, hence

$$\tau'=\frac{2n}{n+1},\qquad r'=\tau'-1=\frac{n-1}{n+1}=-r .$$

Both sides of the face therefore have the same power reflectance $R=r^2=r'^2$. The product of the two transmission amplitudes is

$$\tau\tau'=\frac{4n}{(n+1)^2}=\frac{(n+1)^2-(n-1)^2}{(n+1)^2}=1-R. \tag{2}$$

For $n=4$, $r=-3/5=-0.60$ and $R=0.3600$.

## The Airy transmittance

The first transmitted wave enters, crosses once and leaves, with amplitude $\tau e^{i\delta/2}\tau'$. Each later wave has made one more round trip, which contributes two internal reflections and the phase $\delta$, a factor $r'^2e^{i\delta}=Re^{i\delta}$. With (2), the total amplitude is

$$t=(1-R)e^{i\delta/2}\sum_{m=0}^{\infty}R^m e^{im\delta}
=\frac{(1-R)e^{i\delta/2}}{1-Re^{i\delta}} . \tag{3}$$

The geometric series converges because $R<1$. The medium is the same on both sides, so the transmitted power fraction is $|t|^2$ with no index factor. Since

$$|1-Re^{i\delta}|^2=(1-R\cos\delta)^2+R^2\sin^2\delta=1+R^2-2R\cos\delta ,$$

the transmittance is

$$T(\delta)=\frac{(1-R)^2}{1+R^2-2R\cos\delta}. \tag{4}$$

At $\cos\delta=1$ the denominator is $(1-R)^2$ and $T=1$. At $\cos\delta=-1$ it is $(1+R)^2$, and

$$T_{\min}=\left(\frac{1-R}{1+R}\right)^2 .$$

For germanium this is $(0.64/1.36)^2=0.2215$.

## The average

Before it is summed, the squared modulus of (3) is a double series:

$$T(\delta)=(1-R)^2\sum_{m=0}^{\infty}\sum_{m'=0}^{\infty}R^{m+m'}e^{i(m-m')\delta}. \tag{5}$$

The moduli of its terms add up to $1/(1-R)^2$, which is finite and independent of $\delta$, so the series may be integrated term by term. Over one period,

$$\frac1{2\pi}\int_0^{2\pi}e^{i(m-m')\delta}\,d\delta=
\begin{cases}1,&m=m'\\0,&m\ne m'.\end{cases}$$

The terms that survive are those in which a wave is paired with itself:

$$\langle T\rangle=(1-R)^2\sum_{m=0}^{\infty}R^{2m}
=\frac{(1-R)^2}{1-R^2}=\frac{(1-R)^2}{(1-R)(1+R)}=\frac{1-R}{1+R}.$$

Averaging removes the interference between different waves but keeps the power carried by each. In the example the first three waves carry 0.4096, 0.0531 and 0.0069, together 0.4696; the remaining ones bring the sum to 0.4706. Stopping at the first, $(1-R)^2$, would leave out the light that returns after internal reflections.

To express the mean through the index, use

$$1-R=\frac{4n}{(n+1)^2},\qquad
1+R=\frac{(n+1)^2+(n-1)^2}{(n+1)^2}=\frac{2(n^2+1)}{(n+1)^2}.$$

Their ratio is $2n/(n^2+1)$, which proves (1). For $n=4$,

$$\langle T\rangle=\frac{0.64}{1.36}=\frac{8}{17}=0.4706,$$

or 47 percent. The plate is lossless, so its mean reflectance is $1-0.4706=0.5294$. This is larger than the reflectance 0.36 of a single face.

Comparison with $T_{\min}$ shows that $\langle T\rangle=\sqrt{T_{\min}T_{\max}}$, with $T_{\max}=1$. The phase average is thus the geometric mean of the fringe extremes, not their midpoint.

**Weak reflection.** For small $R$, $(1-R)/(1+R)=1-2R+2R^2-\dots$, while $(1-R)^2=1-2R+R^2$. To first order each face removes $R$. The difference $R^2$ is the leading contribution of the second wave.

**Strong reflection.** As $R\to1$ the mean tends to $(1-R)/2$ and vanishes, although each fringe still peaks at 1. Near a peak, (4) becomes $T\approx(1-R)^2/[(1-R)^2+\delta^2]$. The area under this curve is $\pi(1-R)$, and division by the period $2\pi$ gives $(1-R)/2$. The peaks keep their height but occupy a shrinking share of the phase.

## How wide a band is needed

A real instrument averages over a finite band. In (5), collect the terms with $|m-m'|=p$. For one sign of $m-m'$ their weights sum to $R^p\sum_{m'}R^{2m'}=R^p/(1-R^2)$, and the two signs combine into $2\cos p\delta$. Therefore

$$T(\delta)=\langle T\rangle\left[1+2\sum_{p=1}^{\infty}R^p\cos p\delta\right]. \tag{6}$$

Take a flat passband from $\delta_1$ to $\delta_2=\delta_1+W$. Integrating (6) and dividing by $W$ gives

$$\overline T=\langle T\rangle\left[1+\frac{F(\delta_2)-F(\delta_1)}{W}\right],\qquad
F(x)=2\sum_{p=1}^{\infty}\frac{R^p\sin px}{p}. \tag{7}$$

To sum $F$, set $z=Re^{ix}$. The series $\sum z^p/p=-\ln(1-z)$ has imaginary part $-\arg(1-z)$. Since $1-z=(1-R\cos x)-iR\sin x$ has a positive real part,

$$F(x)=2\arctan\frac{R\sin x}{1-R\cos x}.$$

As $x$ varies, $1-z$ runs round a circle of radius $R$ centred on 1. Seen from the origin, its greatest angle from the real axis is that of the tangent line, $\arcsin R$. Hence $|F|\le2\arcsin R$, and

$$|\overline T-\langle T\rangle|\le\frac{4\langle T\rangle\arcsin R}{W}. \tag{8}$$

The error is zero when the band holds a whole number of fringes, because then $F(\delta_2)=F(\delta_1)$. Otherwise the bound falls as $1/W$.

Now take a window 3.0 mm thick, viewed near 10 µm with a flat passband of 4.0 cm⁻¹. The index is held constant across the band. One fringe corresponds to $\Delta\delta=2\pi$, so the fringe spacing is

$$\Delta\nu=\frac1{2nd}=\frac{1}{2\times4\times0.30\ \text{cm}}=0.4167\ \text{cm}^{-1}.$$

The band holds $4.0/0.4167=9.60$ fringes, and $W=2\pi\times9.60=60.32$ rad. The bound (8) is

$$\frac{4\times0.4706\times\arcsin 0.36}{60.32}=0.0115 .$$

This limits the absolute error in transmittance to about 1.1 percentage points for a flat band. The sharp edges are what make the error so large: a passband of another shape multiplies each harmonic of (6) by the Fourier transform of that shape. A triangular passband with a full width at half maximum of 4.0 cm⁻¹ leaves an error of about 0.0004, and a Gaussian one of the same width leaves a negligible error. Direct averaging of (4), with the starting phase scanned through a full period, gave a largest error of 0.0115 as well.

The scan comes so close to the bound because of the fraction of a fringe left over. At the tangent point the radius is perpendicular to the line from the origin, so $|1-z|^2=1-R^2$. Equating this to $1+R^2-2R\cos x$ gives $\cos x=R$. One way to reach the bound is therefore a band running from $\arccos R$ to $2\pi-\arccos R$, plus any number of whole periods. Its leftover fraction is $1-\arccos(0.36)/\pi\approx0.62$ of a fringe, close to the 0.60 found here. That leftover part is centred on a fringe minimum, so the average comes out low.

A laser line much narrower than 0.4167 cm⁻¹ lies outside the reach of (1) if the beam is collimated and the plate is parallel. Equation (4) must then be used with the actual phase.

## Absorption

Let $\alpha$ be the power absorption coefficient and $A=e^{-\alpha d}$ the power factor for one crossing. Each crossing multiplies the amplitude by $\sqrt A$. The first wave gains the factor $\sqrt A$, and each further round trip gains $A$. With the face coefficients left at their lossless values, which is accurate for weak absorption, the wave with $m$ round trips carries the power $(1-R)^2A\,(RA)^{2m}$. The phase average again removes the cross terms, so

$$\langle T\rangle_A=(1-R)^2A\sum_{m=0}^{\infty}(R^2A^2)^m=\frac{(1-R)^2A}{1-R^2A^2}. \tag{9}$$

For $A=1$ this returns to (1). Here $A$ is held fixed while the phase is averaged.

As a rough description of intrinsic germanium near 10 µm, take a constant background of 0.020 cm⁻¹ plus free-hole absorption with a cross-section of $5\times10^{-16}$ cm². The hole density at 300 K is set to $2\times10^{13}$ cm⁻³. The two contributions give

$$\alpha=0.020+0.010=0.030\ \text{cm}^{-1},$$

so $\alpha d=0.009$, and (9) gives 0.465.

The intrinsic density varies as $T_K^{3/2}e^{-E_g/2k_BT_K}$, where $T_K$ is the temperature. If the gap falls linearly, $E_g=E_0-bT_K$, the slope $b$ contributes a constant factor that cancels from the ratio of two densities. What remains is

$$\frac{p(T_2)}{p(T_1)}=\left(\frac{T_2}{T_1}\right)^{3/2}
\exp\!\left[\frac{E_0}{2k_B}\left(\frac1{T_1}-\frac1{T_2}\right)\right].$$

With a rough $E_0=0.78$ eV, the density at 373 K is about $5\times10^{14}$ cm⁻³. The background and the cross-section are held fixed, so $\alpha$ rises to about 0.3 cm⁻¹ and the mean transmittance falls to about 0.42.

## Oblique incidence

At an angle $\theta$ in air, the angle $\theta'$ in the plate obeys $\sin\theta'=\sin\theta/n$. The boundary conditions concern tangential fields, so the index is replaced by the ratio of tangential magnetic to tangential electric field. For s polarization the magnetic field is projected, which gives $\eta_0=\cos\theta$ and $\eta_1=n\cos\theta'$. For p polarization the electric field is projected, which gives $\eta_0=1/\cos\theta$ and $\eta_1=n/\cos\theta'$. The face equations become

$$1+r=\tau,\qquad \eta_0(1-r)=\eta_1\tau .$$

These are the earlier equations with $n$ replaced by $q=\eta_1/\eta_0$. The mean for each polarization is therefore $2q/(q^2+1)$, with a round-trip phase $4\pi nd\nu\cos\theta'$.

At 30° the means are 0.4166 for s and 0.5294 for p. Unpolarized light has half its power in each, which gives 0.4730, only 0.0024 above the value at normal incidence. A polarized beam can differ from it by about 0.06. The p value matches the mean plate reflectance at normal incidence to four digits by accident: the former changes with angle, while the latter is a fixed number.

## The window in use

Equation (1) with the bare-face $R$ does not describe a window with antireflection coatings. For the uncoated 3.0 mm window of the example, heating changes the broadband mean chiefly through the loss that (1) leaves out. In this estimate, absorption lowers the mean by about 0.005 at 300 K and by about 0.05 at 373 K. The loss at 373 K is an order-of-magnitude guide, since it rests on rough inputs and an intrinsic crystal. In n-type material the hole density is lower at the same temperature, and so is this part of the absorption, but light doping helps little once the crystal is hot. With $p(p+N_D)=p_i^2$, the intrinsic densities $p_i$ used above and $N_D=10^{14}$ cm⁻³ donors, the hole density is 0.19 of the intrinsic value at 300 K and 0.91 of it at 373 K.

The index also changes with temperature. With a rough $dn/dT=4\times10^{-4}$ K⁻¹, it reaches 4.029 at 373 K, and the lossless mean moves from 0.4706 to 0.4676. This is small beside the effect of absorption.

For a laser line, the same heating matters through the phase. With a rough thermal expansion of $6\times10^{-6}$ K⁻¹, the optical thickness $nd$ changes at the rate

$$3000\ \text{µm}\times(4\times10^{-4}+4\times6\times10^{-6})\ \text{K}^{-1}=1.27\ \text{µm/K}.$$

One fringe passes when $nd$ changes by $\lambda/2=5$ µm, which takes $5/1.27=3.9$ K. Within the lossless model, a few kelvin thus carry a narrow line through the whole range from 0.2215 to 1, while the mean over whole fringes hardly moves. The average over the 4.0 cm⁻¹ band of the example still ripples as the fringes shift, but it stays within about 0.0115 of that mean, as (8) shows.

## Numerical checks and choice of formula

The four boundary equations of the plate, two at each face, were solved directly for the reflected, forward, backward and transmitted amplitudes. This uses neither the wave sum nor (4). For indices 1.5, 2.4, 4 and 7, at 720 phases across one period, the solutions agreed with (4) and their averages with (1), to within rounding. The same solver confirmed the two oblique means. With a complex index and the two absorption values above, its averages agreed with (9) to better than $10^{-7}$. The values appear in the numerical output.

A spread of angles in the beam, or a thickness that varies across it, also averages the phase. In the example, a thickness variation of $\lambda/(2n)=1.25$ µm spreads $\delta$ over a full period. The power collected from the whole beam then follows (1) for a sharp line if equal power falls on every part of that period, as for a uniform rectangular beam on a linear wedge. A Gaussian beam with 1.25 µm of wedge across its $1/e^2$ diameter keeps the fraction $e^{-\pi^2/8}=0.29$ of the first harmonic in (6), so its transmittance still ranges from about 0.37 to 0.57. Twice that wedge brings it within about 0.003 of (1). For a collimated beam and a uniform plate, the passband decides which formula applies:

- If it spans many fringes, use (1), or (9) when there is absorption, and take (8) as an upper bound on the fringe error of a flat band in the lossless case.
- If it spans a few fringes or a fraction of one, use (7) with the actual band edges, provided the band is flat and the loss negligible.
- If the line is much narrower than a transmission peak, use (4) if the loss is negligible, and expect the result to depend on thickness and temperature. The peak is about a third of the fringe spacing wide for $R=0.36$ and shrinks in proportion to $1-R$ as $R\to1$.

For unpolarized light at an angle, calculate the s and p transmittances separately and average them last. The mean is not a linear function of $R$, so averaging the two reflectances first gives a different number.

## Table of computed values

```
index n: 4.00
thickness: 3.0 mm
wavelength: 10.0 um
face amplitude reflection r: -0.60
face reflectance R: 0.3600
ray powers 1, 2, 3: 0.4096 0.0531 0.0069
sum of first three rays: 0.4696
mean transmittance: 0.4706 = 47.1 percent
mean from boundary equations: 0.4706
mean reflectance of plate: 0.5294
fringe minimum, maximum: 0.2215 1.0000
fringe spacing: 0.4167 cm^-1
spectrometer passband: 4.0 cm^-1
fringes in passband: 9.60
phase width W: 60.32 rad
largest band error found: 0.0115
upper bound on band error: 0.0115
background absorption (rough): 0.020 cm^-1
hole cross-section (rough): 5.0e-16 cm^2
extrapolated gap (rough): 0.78 eV
hole density at 300 K (rough): 2.0e+13 cm^-3
hole density at 373 K: 5.3e+14 cm^-3
alpha at 300 K: 0.030 cm^-1
alpha at 373 K: 0.29 cm^-1
mean with absorption, 300 K: 0.465
mean with absorption, 373 K: 0.422
dn/dT (rough): 4.0e-04 1/K
thermal expansion (rough): 6.0e-06 1/K
index at 373 K: 4.029
lossless mean at 373 K: 0.4676
optical path rate: 1.27 um/K
heating for one fringe: 3.9 K
incidence angle: 30 deg
oblique mean, s and p: 0.4166 0.5294
oblique mean, unpolarized: 0.4730
```
